# The 1.1 V Onset of Valence-Band Tunnelling through Gate Silica

**Result.** In an n-channel transistor at positive gate bias, a valence electron that arrives in band at the silicon surface can enter an empty conduction state of the n-plus polysilicon gate if

\[
qV_{ox}>E_g+\zeta .
\]

Here \(V_{ox}\) is the oxide drop, \(E_g=1.12\) eV the silicon gap and \(\zeta\) the height of the gate Fermi level above the gate conduction edge. For \(10^{20}\) cm\(^{-3}\) donors \(\zeta=0.06\) eV, so the threshold is 1.18 V as long as the gate bands are flat; gate depletion lowers it to 1.12 V for entry without a further barrier, and to about 1.04 V if tunnelling through the depleted layer is counted (section 7). The gap supplies nearly all of it; tunnelling through the oxide keeps the current small.

This condition applies to in-band electrons alone. Below threshold, valence electrons from deeper in the substrate still leak through the bent silicon gap at the surface and then through the oxide. This current falls steeply with decreasing \(V_{ox}\), but it is not zero.

## 1. The alignment: one silicon gap

Measure electron energies from the conduction edge of the gate, and assume at first that the gate bands are flat. Gate and substrate are both silicon, with the same affinity \(\chi\) and gap. The gate is positive, so the vacuum level at the substrate surface lies \(qV_{ox}\) above that at the gate. Subtracting \(\chi\) on both sides gives

\[
E_{c,s}=qV_{ox},\qquad E_{v,s}=qV_{ox}-E_g ,
\]

where \(s\) marks the substrate surface. The affinity has cancelled, and the oxide barrier has not entered.

Tunnelling without phonons conserves energy. Two obstacles then face an in-band valence electron:

- For \(qV_{ox}<E_g\), the surface valence edge lies below the gate conduction edge. The electron faces the gate's gap or its filled valence band.
- For \(E_g<qV_{ox}<E_g+\zeta\), it faces conduction states that are filled at zero temperature.

The energy window open to in-band electrons is therefore

\[
W=E_{v,s}-\zeta=qV_{ox}-E_g-\zeta ,
\]

and \(W=0\) is the threshold. At 300 K the second obstacle is blurred by \(kT=0.026\) eV; the first is not.

Inversion-layer electrons start near \(E_{c,s}=qV_{ox}\), a full gap higher. They have no comparable threshold, and their current flows alongside the one treated here.

## 2. The gate Fermi level: a few hundredths of an eV

With all donors ionised, neutrality in the gate fixes \(\zeta\):

\[
N_D=N_cF_{1/2}(\zeta/kT),\qquad
F_{1/2}(x)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-x}} .
\]

With \(N_c=2.9\times10^{19}\) cm\(^{-3}\), donor densities of \(5\times10^{19}\), \(10^{20}\) and \(2\times10^{20}\) cm\(^{-3}\) give \(\zeta=0.03\), 0.06 and 0.11 eV. The thresholds are 1.15, 1.18 and 1.23 V. Gap narrowing by heavy doping is left out. Any lowering of the gate conduction edge it brings would lower these thresholds by the same amount in volts, and at such densities this can be comparable with \(\zeta\).

## 3. Counting the electrons: a gradual opening

For one spin and one transverse wavevector, the states in \(dk\) carry the current \(q\,v\,dk/2\pi\). Since \(v=\hbar^{-1}dE/dk\), this equals \(q\,dE/(2\pi\hbar)\). Multiply by the transmission \(T\) and by the difference of the occupations \(f_s\) and \(f_g\) of substrate and gate. With \(e=\hbar^2k_\parallel^2/2m\), where \(m\) is the silicon mass, the transverse sum is

\[
\int\frac{d^2k_\parallel}{4\pi^2}=\frac{1}{4\pi}\int d(k_\parallel^2)=\frac{m}{2\pi\hbar^2}\int de .
\]

A factor 2 for spin gives

\[
J=\frac{qm}{2\pi^2\hbar^3}\int dE\int de\;T(E,e)\,(f_s-f_g).
\]

Consider first an ideal case: zero temperature and a substrate that stays flat up to the oxide. Let \(w=E_{v,s}-E\) be the depth below the surface edge. Transverse motion lowers the valence edge by \(e\), so \(w-e\) is left for motion towards the oxide. The arriving velocity varies as \(\sqrt{w-e}\), and an abrupt interface transmits in proportion to it when it is small (section 4 shows why). Near threshold the other factors are constant, so

\[
J\propto\int_0^W dw\int_0^w de\,\sqrt{w-e}
=\int_0^W\tfrac23w^{3/2}dw=\tfrac{4}{15}W^{5/2}.
\]

This needs \(W\ll\zeta\), so that the gate velocity hardly varies. A test with the full transmission, comparing \(W=4\) and 8 meV, gave a power of 2.49. Even the ideal channel opens smoothly, without a step.

## 4. The transmission: oxide against silicon gap

A model that treats both gaps alike has a conduction amplitude \(c\) and a valence amplitude \(v\) coupled by a constant \(P\):

\[
(E-E_c)c=-iP\,v',\qquad (E-E_v)v=-iP\,c' .
\]

A plane wave turns \(-i\,d/dz\) into \(k\), and multiplying the two equations gives

\[
P^2k^2=(E-E_c)(E-E_v).
\]

Near the conduction edge \(E-E_v\approx E_g\), so \(E-E_c\approx P^2k^2/E_g\). Equating this to \(\hbar^2k^2/2m\) fixes \(P^2=\hbar^2E_g/2m\). Transverse motion replaces \(E_c\) by \(E_c+e\) and \(E_v\) by \(E_v-e\); in the oxide \(e\) is scaled by the mass ratio, because \(k_\parallel\) is conserved.

Where \(P\) changes, the Hermitian form of the coupling is \(-i(P\,d/dz+P'/2)=-i\sqrt P\,(d/dz)\sqrt P\). The continuous quantities are then \(C=\sqrt P\,c\) and \(V=\sqrt P\,v\), and they obey

\[
C'=\frac{i(E-E_v)}{P}V,\qquad V'=\frac{i(E-E_c)}{P}C .
\]

The derivative of \(C^*V\) is purely imaginary, so the flux, proportional to \(2\,\mathrm{Re}(C^*V)\), is conserved.

**Decay in a gap.** Put \(V=iU\) and define

\[
\kappa=\frac{\sqrt{(E-E_v)(E_c-E)}}{P},\qquad
r=\sqrt{\frac{E_c-E}{E-E_v}} .
\]

The equations become \(C'=-(\kappa/r)U\) and \(U'=-\kappa rC\). A wave decaying towards the gate has \(U=rC\); a growing one has \(U=-rC\). For slowly varying edges try \(C=r^{-1/2}A\), \(U=r^{1/2}A\). The two equations then read

\[
A'\mp\frac{r'}{2r}A=-\kappa A .
\]

Their mean is \(A'=-\kappa A\). Their difference feeds the growing wave and is dropped when \(|r'/2r|\ll\kappa\). Hence \(CU=A^2\) falls as \(e^{-2S}\), with \(S=\int\kappa\,dz\).

**Entering the silicon gap.** Where \(E\) crosses the bent valence edge, \(V\) obeys Airy's equation. On the gap side the Airy function tends to \(\tfrac12\pi^{-1/2}x^{-1/4}e^{-\xi}\), and on the band side to \(\pi^{-1/2}|x|^{-1/4}\sin(\xi+\pi/4)\), with \(\xi=\tfrac23|x|^{3/2}\). The sine consists of two running waves of amplitude one half each. An incoming wave with \(C^*V=1\) therefore starts the decay with \(A=1\) in magnitude.

**Silicon–oxide face.** Let the silicon wave have \(C=1\), with a reflected part \(b\) and a transmitted part \(t\). Neglect the wave returning from the far side of the oxide. Continuity of \(C\) and \(U\) gives

\[
1+b=t,\quad r_s(1-b)=r_ot\;\Rightarrow\; t=\frac{2r_s}{r_s+r_o}.
\]

The product \(CU\) changes by

\[
M_1=\frac{t^2r_o}{r_s}=\frac{4r_sr_o}{(r_s+r_o)^2}.
\]

**Oxide–gate face.** The outgoing gate wave has \(V=s\,C\) with \(s=\sqrt{(E-E_c)/(E-E_v)}\), hence \(U=-isC\). With \(r_g\) the oxide ratio at this face, \(1+b=t\) and \(r_g(1-b)=-ist\) give \(t=2r_g/(r_g-is)\). The ratio of outgoing \(C^*V\) to arriving \(CU\) is

\[
M_2=\frac{s|t|^2}{r_g}=\frac{4r_gs}{r_g^2+s^2}.
\]

Altogether

\[
T\approx M_1M_2\,e^{-2S_{Si}-2S_{ox}} .
\]

In the flat substrate of section 3, the first face instead joins a running wave to a decaying one. The same continuity conditions give a factor \(4r_os/(r_o^2+s^2)\). At the valence edge \(s=\sqrt{(E_c-E)/(E_v-E)}\) is large, so the factor tends to \(4r_o/s\), proportional to the square root of the distance to the edge, as used there.

**Numbers.** Take a 2 nm oxide with a 3.1 eV conduction barrier, a 9 eV gap and mass \(0.60\,m_0\), and silicon of mass \(0.20\,m_0\). At \(V_{ox}=1.0\) V consider an electron with \(e=0\) and 0.2 eV above the surface valence edge, so \(E=1.0-1.12+0.2=0.08\) eV. Then

- \(r_s=\sqrt{0.92/0.20}=2.14\) and \(r_o=\sqrt{4.02/4.98}=0.90\), so \(M_1=0.83\);
- \(r_g=\sqrt{3.02/5.98}=0.71\) and \(s=\sqrt{0.08/1.20}=0.26\), so \(M_2=1.28\);
- \(2S_{Si}=3.85\) and \(2S_{ox}=23.19\), from the bending of section 5.

This gives \(T\approx0.83\times1.28\times e^{-27.04}=1.9\times10^{-12}\). The full solution of the wave equation gives \(1.7\times10^{-12}\). At 0.5 eV above the edge the formula and the full solution agree to about 1%.

The two exponents behave very differently. As the height above the surface edge grows from 0.2 to 0.5 eV, \(2S_{ox}\) changes only from 23.2 to 22.8, while \(2S_{Si}\) grows from 3.9 to 21.3. The oxide makes the current small at every energy; the silicon gap does the switching. The oxide exponent changes little mainly because the electron lies several eV below the oxide conduction edge, so that 0.3 eV is a small part of its barrier. The two-band form flattens it further: \(\kappa^2\) is proportional to \(D(9\text{ eV}-D)\), with \(D\) the depth below that edge. This is stationary at \(D=4.5\) eV, and for the electron above \(D\) runs from 3.0 eV at the gate to 4.0 eV at the substrate. A parabolic oxide band with the same exponent at 0.2 eV would give a change of about 1.0 instead of 0.4.

## 5. Substrate bending: the source of the leakage

Let \(\psi\) be the potential relative to the bulk and \(z\) point towards the oxide. Ionised acceptors and electrons are negative, holes positive, so Poisson's equation is

\[
\psi''=\frac{q}{\varepsilon_s}\left[N_A\left(1-e^{-q\psi/kT}\right)+n(\psi)\right],
\]

\[
n=N_cF_{1/2}\!\left(\frac{q\psi+\Delta-E_g}{kT}\right),\qquad
\Delta=kT\ln\frac{N_v}{N_A}.
\]

\(\Delta\) is the height of the bulk Fermi level above the bulk valence edge. Multiplying by \(2\psi'\) and integrating from the bulk, where \(\psi'=0\), gives the surface field:

\[
F_s^2=\frac{2q}{\varepsilon_s}\int_0^{\psi_s}\left[N_A\left(1-e^{-q\psi/kT}\right)+n\right]d\psi .
\]

With no interface charge, \(\varepsilon_sF_s=\varepsilon_{ox}V_{ox}/t_{ox}\). At threshold the oxide field is 1.182 V/2 nm = 5.91 MV/cm, and \(F_s=5.91\times3.9/11.7=1.97\) MV/cm. For \(N_A=5\times10^{17}\) cm\(^{-3}\) this requires \(\psi_s=1.13\) V.

The bulk valence edge thus lies 1.13 eV above the surface edge. Electrons between these two edges that also lie above the gate Fermi level can find empty gate states even when \(W<0\), but near the surface nearly all of them are in the gap. Electrons at the gate Fermi level lie \(E_g+\zeta-qV_{ox}\) above the surface edge, so each reduction of \(V_{ox}\) thickens their silicon barrier.

**Gate voltage.** The applied voltage separates the Fermi levels. The substrate level is \(E_{v,s}+q\psi_s+\Delta\), the gate level is \(\zeta\), and at threshold \(E_{v,s}=\zeta\). Hence

\[
qV_G=q\psi_s+\Delta=1.127+0.107=1.23\ \text{eV}.
\]

## 6. The contributions together

For flat gate bands, the computed current at 300 K, split according to whether the electron is in band at the surface, is:

| \(V_{ox}\) (V) | \(J\) (A/cm²) | in-band share |
|---|---|---|
| 0.9 | \(5\times10^{-8}\) | 0 |
| 1.1 | \(1.7\times10^{-4}\) | 0 |
| 1.2 | \(1.2\times10^{-3}\) | 0.07 |
| 1.4 | \(9\times10^{-3}\) | 0.52 |
| 1.6 | \(2.9\times10^{-2}\) | 0.70 |

The in-band share vanishes below 1.12 V because of the gate's gap. It is still small just above threshold, where the window is narrow; the leakage through the surface gap carries most of the current there. The total therefore has no kink at 1.18 V. What changes is its steepness: \(J\) grows by 4.7 decades over the 0.3 V below threshold and by 1.3 decades over the 0.3 V above it. In this model, "switching on" means the passage from a current throttled by the silicon gap to one limited by the oxide and the width of the window.

To see what places this passage, change one parameter at a time and find the \(V_{ox}\) that restores the current of the original threshold, with thickness and masses fixed:

- Silicon gap raised by 0.2 eV: +0.197 V.
- Gate Fermi level raised by 0.1 eV: +0.06 V.
- Oxide barrier raised by 0.4 eV: +0.02 V.

The gap acts almost one for one. The Fermi level acts less than fully on the current, although it moves the condition \(W=0\) by its whole rise. Part of the reason is that gate electrons at a higher Fermi level are faster: at \(e=0\), \(M_2\) there rises from 1.2 to 1.6, which offsets some of the loss. The oxide barrier does not enter the condition \(W=0\) at all. Its small effect on the current belongs to this oxide model: with the oxide gap held at 9 eV, \(D\) runs from 3.0 to 4.2 eV at threshold, towards the 4.5 eV where \(\kappa\) is stationary. Raising the oxide gap to 9.4 eV along with the barrier gives +0.05 V, and for a parabolic oxide band of the same exponent the change in \(2S_{ox}\) alone corresponds to roughly +0.08 V.

## 7. Gate depletion restored

A real gate is depleted at the oxide, and its bands rise there by \(q\phi_p\). The surface valence edge is then \(E_{v,s}=q\phi_p+qV_{ox}-E_g\), measured from the conduction edge deep in the gate. To enter the gate without a further barrier, an in-band electron must lie above both the interface conduction edge \(q\phi_p\) and the Fermi level \(\zeta\):

\[
qV_{ox}>E_g+\max(0,\ \zeta-q\phi_p).
\]

The field integral of section 5, applied to the gate charge, gives \(\phi_p=0.15\) V at \(V_{ox}=1.12\) V. This exceeds \(\zeta/q=0.06\) V, so the condition for entry without a further barrier returns to the bare gap, 1.12 V. The barrier left in the depleted layer is thin and low, so in-band electrons also tunnel through it at smaller drops, provided they lie above \(\zeta\). At zero temperature this needs \(qV_{ox}>E_g+\zeta-q\phi_p\), or about 1.04 V; at 1.12 V and 300 K in-band electrons already carry about a quarter of the current. Including this layer in the current calculation roughly triples \(J\) at \(V_{ox}=1.18\) V. The flat-gate threshold current is then reached at a drop about 0.09 V lower, and the fall over the 0.3 V below 1.18 V shrinks from 4.7 to 3.2 decades. At a given \(V_{ox}\) the gate voltage rises by \(\phi_p\). With \(\psi_s\) kept at 1.13 V, the new condition is met near \(1.23-0.06+0.15\approx1.3\) V.

## 8. Beside a real transistor

The doping, thickness and masses are rough typical values for a thin-oxide silicon transistor, and the oxide field is below the rough 10 MV/cm of intrinsic breakdown. In such a device the tunnelling valence electrons leave holes that flow out as substrate current, while the source and drain supply the inversion electrons; this allows the two currents to be told apart. The absolute \(J\) here is uncalibrated, since it counts one valence band and one conduction valley. The two-band model also treats silicon's indirect gap as if it were direct. Letting the substrate's valence states decay towards the direct conduction edge instead, about 3.4 eV above the valence edge, raises the onset by about 0.03 V.

Besides gate depletion, real devices break the assumption of a classical inversion layer. Quantum confinement holds its charge away from the oxide. Moving the charge 0.5 nm inward doubles \(J\) at the threshold drop, equivalent to about 0.05 V on the local slope, and reduces the fall over the 0.3 V below from 4.7 to 3.8 decades. A self-consistent quantum calculation of the layer, for a (100) surface with valley masses \(0.92\,m_0\) and \(0.19\,m_0\) and a hard wall at the oxide, puts the shift nearer 0.9 nm; the figure depends on these masses. It lowers the onset by about 0.07 V and reduces the fall to about 3.2 decades. It also raises the substrate bending, and so the gate voltage at a given \(V_{ox}\), by about 0.18 V. In the classical model, a silicon mass of \(0.3\,m_0\) steepens the fall from 4.7 to 5.4 decades. Heating by 100 K narrows the gap by roughly 0.03 eV and lowers the threshold by the same amount in volts if \(\zeta\) is held fixed; \(\zeta\) itself also falls slightly. Traps and phonons, which can open further paths below threshold, are not sized here. Taken singly, none of the effects sized moves the onset by more than about a tenth of a volt in \(V_{ox}\); gate depletion and quantum confinement together lower it by about 0.15 V. Several of them also change its sharpness. The numerical output lists the parameters and the flat-gate currents.

## Numbers as computed

```
Temperature 300 K, kT 0.0259 eV
Silicon gap 1.12 eV, oxide 2.0 nm
Oxide barrier 3.1 eV, oxide gap 9.0 eV
Masses: silicon 0.20, oxide 0.60 m0
Permittivities: silicon 11.7, oxide 3.9
Band densities Nc 2.9e+19, Nv 3.1e+19 cm^-3
Acceptors 5e+17, gate donors 1e+20 cm^-3
Donors 5e+19 cm^-3: zeta 0.029 eV, threshold 1.149 V
Donors 1e+20 cm^-3: zeta 0.062 eV, threshold 1.182 V
Donors 2e+20 cm^-3: zeta 0.108 eV, threshold 1.228 V
At threshold: oxide field 5.91 MV/cm
  silicon surface field 1.97 MV/cm
  surface bending 1.127 V
  bulk EF - Ev 0.107 eV
  gate voltage 1.234 V
Ideal onset power of W: 2.493
Vox (V), total J (A/cm2), in-band J (A/cm2), share
  0.7  7.39e-14  0.00e+00  0.000
  0.8  1.12e-10  0.00e+00  0.000
  0.9  5.45e-08  0.00e+00  0.000
  1.0  6.72e-06  0.00e+00  0.000
  1.1  1.68e-04  0.00e+00  0.000
  1.2  1.17e-03  7.84e-05  0.067
  1.3  3.97e-03  1.30e-03  0.328
  1.4  9.26e-03  4.81e-03  0.519
  1.5  1.75e-02  1.10e-02  0.630
  1.6  2.91e-02  2.03e-02  0.697
J at threshold 8.83e-04 A/cm2
Decades over 0.3 V below threshold 4.65
Decades over 0.3 V above threshold 1.25
Vox 1.0 V: height above surface Ev (eV),
  2S silicon, 2S oxide, T full, T formula
  0.2  3.85  23.19  1.73e-12  1.94e-12
  0.3  8.55  23.06  2.70e-14  2.82e-14
  0.4  14.41  22.92  1.03e-16  1.07e-16
  0.5  21.25  22.77  1.43e-19  1.45e-19
Shift of Vox at fixed current:
  silicon gap +0.2 eV: +0.197 V
  gate Fermi level +0.1 eV: +0.058 V
  oxide barrier +0.4 eV: +0.024 V
Neglected effects:
  gate bending at Vox 1.12 V: 0.153 V
  charge moved 0.5 nm inward: J ratio 2.11,
    decades over 0.3 V below 3.82
  silicon mass 0.3 m0: J ratio 1.19,
    decades over 0.3 V below 5.40
  gap change for +100 K (rough): -0.027 eV
```
